# Langevin capture of an ion by a polarizable neutral

An ion drifts through a dilute gas of neutral atoms or molecules. It meets one neutral at a time, is attracted by the dipole it induces, and may be drawn into close contact. The problem is to find how often this happens, and how the answer depends on the relative speed.

The ion has mass $m_i$ and charge of magnitude $q$. The neutral has mass $m_n$ and an isotropic static polarizability $\alpha$, defined in SI units by (induced dipole) $=\alpha\,\times$ (electric field), so that its unit is C m²/V. The neutral has no permanent dipole or quadrupole moment that matters here. The motion is classical and non-relativistic. Long before the encounter the relative speed is $v$, and the impact parameter $b$ is the distance at which the two would pass if they did not interact. "Capture" means that their separation $r$ falls to a core radius $R$, inside which short-range forces take over. Until part (f), $R$ is taken to be small enough not to affect the outcome; that part makes the condition precise.

The numerical example uses round model parameters: $m_i=20$ u, $m_n=30$ u, a singly charged ion, a polarizability volume $\alpha/(4\pi\varepsilon_0)=0.002$ nm³, and $R=0.3$ nm.

## (a) The interaction energy

**Find the potential energy $V(r)$ of the ion and the neutral at large separation, and explain its numerical factor.**

**Solution.** At the neutral, the field of the ion has magnitude

$$F(r)=\frac{q}{4\pi\varepsilon_0 r^2}.$$

At large $r$ this field is nearly uniform across the neutral, which can then be treated as a point dipole $p$ along the field. The dipole is also assumed to follow the field without delay. Two energies compete: the cost of distorting the neutral, quadratic in $p$ for a linear response, and the energy $-pF$ of the dipole in the field:

$$U(p)=\frac{p^2}{2\alpha}-pF .$$

The coefficient $1/(2\alpha)$ is fixed by the definition of $\alpha$: the minimum condition $p/\alpha-F=0$ must give $p=\alpha F$. At this minimum

$$V=\frac{\alpha F^2}{2}-\alpha F^2=-\frac{\alpha F^2}{2}.$$

Half of the energy gained in the field is spent on creating the dipole, which is the origin of the factor $1/2$. Inserting $F$ gives

$$V(r)=-\frac{C_4}{r^4},\qquad C_4=\frac{\alpha q^2}{2(4\pi\varepsilon_0)^2}.$$

The sign of the ion's charge drops out because $F$ enters squared. The radial force $-dV/dr=-4C_4/r^5$ points inward: the interaction is attractive for ions of either sign.

For the example, $\alpha=2.225\times10^{-40}$ C m²/V and $C_4=2.307\times10^{-58}$ J m⁴. At $r=0.5$ nm the formula gives $V=-23.04$ meV. A neutral modelled as two opposite charges on a spring, with the full Coulomb energy minimized numerically, gives the same value to these digits when the charges are made so large, at fixed $\alpha$, that their separation is negligible. This is the point-dipole limit.

## (b) Reduction to radial motion

**Reduce the two-particle problem to motion in the single coordinate $r$, and express the effective potential through the collision energy and $b$.**

**Solution.** Let $\mathbf r=\mathbf r_i-\mathbf r_n$, and let $\mathbf F_i$ be the force on the ion. The force on the neutral is $-\mathbf F_i$, so

$$\ddot{\mathbf r}=\frac{\mathbf F_i}{m_i}+\frac{\mathbf F_i}{m_n}=\frac{\mathbf F_i}{\mu},\qquad \mu=\frac{m_i m_n}{m_i+m_n}.$$

The relative motion is that of one particle of mass $\mu$ in the potential $V(r)$. The centre of mass moves uniformly and plays no part. Since the force is central and derives from a potential, the relative energy and angular momentum are conserved. Their values follow from the state before the encounter, where $V=0$:

$$E=\tfrac12\mu v^2,\qquad L=\mu v b .$$

In plane polar coordinates the squared velocity is $\dot r^2+r^2\dot\varphi^2$, and $L=\mu r^2\dot\varphi$. Eliminating $\dot\varphi$,

$$E=\tfrac12\mu\dot r^2+\frac{L^2}{2\mu r^2}-\frac{C_4}{r^4}.$$

The middle term simplifies, because

$$\frac{L^2}{2\mu r^2}=\frac{\mu^2v^2b^2}{2\mu r^2}=\frac{\mu v^2}{2}\,\frac{b^2}{r^2}=\frac{Eb^2}{r^2}.$$

Therefore

$$\tfrac12\mu\dot r^2=E-V_{\rm eff}(r),\qquad V_{\rm eff}(r)=\frac{Eb^2}{r^2}-\frac{C_4}{r^4}.$$

The first term of $V_{\rm eff}$ is the centrifugal energy. It dominates at large $r$, while the attraction wins at small $r$. A barrier lies between them.

## (c) The critical impact parameter

**Find the position and height of the barrier. Which impact parameters lead to capture, and how close do the other trajectories come?**

**Solution.** Differentiation gives

$$\frac{dV_{\rm eff}}{dr}=-\frac{2Eb^2}{r^3}+\frac{4C_4}{r^5}=\frac{2}{r^5}\left(2C_4-Eb^2r^2\right).$$

This is positive at small $r$ and negative at large $r$, and it vanishes once, so $V_{\rm eff}$ has a single maximum at

$$r_m^2=\frac{2C_4}{Eb^2}.$$

Its height is

$$V_{\rm eff}(r_m)=Eb^2\,\frac{Eb^2}{2C_4}-C_4\,\frac{E^2b^4}{4C_4^2}=\frac{E^2b^4}{2C_4}-\frac{E^2b^4}{4C_4}=\frac{E^2b^4}{4C_4}.$$

If the height is below $E$, then $\dot r$ never vanishes on the way in. The pair crosses the barrier, and since $V_{\rm eff}$ falls steadily inside it, nothing stops the approach to the core. The condition $E^2b^4/(4C_4)<E$ means $b<b_c$, with

$$b_c=\left(\frac{4C_4}{E}\right)^{1/4}.$$

For $b>b_c$ the pair turns back where $V_{\rm eff}=E$. Multiplying that equation by $r^4/E$ and using $C_4/E=b_c^4/4$,

$$r^4-b^2r^2+\frac{b_c^4}{4}=0,\qquad r_{\rm turn}^2=\frac{b^2+\sqrt{b^4-b_c^4}}{2}.$$

The plus sign selects the outer root, which an incoming particle reaches first. As $b$ decreases to $b_c$, the turning distance tends to $b_c/\sqrt2$. This is also the barrier radius at $b=b_c$, since $r_m^2=b_c^4/(2b_c^2)=b_c^2/2$. There the energy equals the barrier height, and the pair can circle at this orbiting radius.

The outcome is thus discontinuous. Trajectories with $b$ slightly above $b_c$ come no closer than $b_c/\sqrt2$, while those slightly below it go all the way in. This is why the details of the core do not matter as long as the core lies inside the orbiting radius.

## (d) Cross section and rate coefficient

**Find the capture cross section $\sigma$ and the rate coefficient $k$. How does $k$ depend on $v$?**

**Solution.** All impact parameters below $b_c$ lead to capture, so the cross section is the area of a disc:

$$\sigma=\pi b_c^2=\pi\sqrt{\frac{4C_4}{E}}=2\pi\sqrt{\frac{C_4}{E}} .$$

In a gas of number density $n$, an ion moving at relative speed $v$ sweeps out the volume $v\sigma$ per unit time and is captured at the rate $nv\sigma$. The rate coefficient is the factor multiplying $n$, namely $k=v\sigma$. With $E=\mu v^2/2$,

$$\sigma=2\pi\sqrt{\frac{2C_4}{\mu v^2}}=\frac{2\pi}{v}\sqrt{\frac{2C_4}{\mu}},\qquad k=v\sigma=2\pi\sqrt{\frac{2C_4}{\mu}} .$$

The speed has cancelled. From part (a), $2C_4=\alpha q^2/(4\pi\varepsilon_0)^2$, so

$$k_L=\frac{2\pi q}{4\pi\varepsilon_0}\sqrt{\frac{\alpha}{\mu}}=\frac{q}{2\varepsilon_0}\sqrt{\frac{\alpha}{\mu}} .$$

This is the Langevin rate coefficient. A slower pair is deflected more strongly, and the capture disc grows in area as $1/v$. A slower ion also meets fewer neutrals per unit time, in proportion to $v$. The two effects compensate.

Dimensional analysis shows that the cancellation is forced once the core has dropped out. The remaining quantities are $C_4$, $\mu$ and $v$. The ratio $C_4/\mu$ has unit m⁶/s², so $\sqrt{C_4/\mu}$ already has the unit m³/s of a rate coefficient. No dimensionless combination of the three quantities exists through which $v$ could enter.

Capture should be kept apart from two related processes. A chemical reaction needs a further probability that the captured pair reacts, so if reaction requires capture, $k_L$ is an upper bound on its rate coefficient as long as the motion is classical (part (i)), the core lies inside the orbiting radius and the potential outside the core is $-C_4/r^4$. Momentum transfer, which governs the ion mobility, also includes the deflections at $b>b_c$ and weights each collision by its scattering angle. Its rate coefficient is not $k_L$.

## (e) Numbers at one speed, and a comparison at three

**For $v=600$ m/s, evaluate $b_c$, the orbiting radius, $\sigma$ and $k_L$. Decide whether $b=0.6$ nm and $b=0.8$ nm lead to capture.**

**Solution.** The reduced mass is $\mu=1.993\times10^{-26}$ kg and the collision energy is $E=22.39$ meV. Since $C_4/r^4=23.04$ meV at $r=0.5$ nm,

$$\frac{C_4}{E}=\frac{23.04}{22.39}\,(0.5\ \text{nm})^4=0.0643\ \text{nm}^4,$$

$$b_c=(4\times0.0643)^{1/4}\ \text{nm}=0.712\ \text{nm}.$$

The orbiting radius is $b_c/\sqrt2=0.504$ nm, outside the core at 0.3 nm. The cross section is $\sigma=\pi(0.712\ \text{nm})^2=1.59$ nm². The rate coefficient, from the formula without $v$, is

$$k_L=2\pi\sqrt{\frac{2\times2.307\times10^{-58}}{1.993\times10^{-26}}}\ \text{m}^3/\text{s}=9.56\times10^{-16}\ \text{m}^3/\text{s},$$

or $9.56\times10^{-10}$ cm³/s. The product $v\sigma=600\times1.59\times10^{-18}$ m³/s $=9.54\times10^{-16}$ m³/s agrees with it within the rounding of $\sigma$.

The barrier height can be written as $E(b/b_c)^4$. For $b=0.6$ nm it is $22.39\,(0.6/0.712)^4\approx11.3$ meV, below the collision energy, and the ion is captured. For $b=0.8$ nm it is 35.6 meV, and the ion turns back. The barrier radii are 0.598 nm and 0.448 nm: a larger angular momentum pushes the barrier inward and raises it.

Newton's equations for both particles, solved with the neutral initially at rest, provide a test that uses neither the effective potential nor the reduced mass. The largest captured impact parameter was found by bisection:

| $v$ (m/s) | $b_c$ (nm) | $k$ (10⁻¹⁶ m³/s) |
|---|---|---|
| 300 | 1.007 | 9.56 |
| 600 | 0.712 | 9.56 |
| 1200 | 0.504 | 9.56 |

The speed rises by a factor of 4 and $b_c$ falls by a factor of 2, as $b_c\propto v^{-1/2}$ requires. The rate coefficient stays the same.

## (f) The effect of a finite core

**Up to what speed does the result hold for a core of radius $R$? Find the rate coefficient above that speed.**

**Solution.** The pair reaches $R$ if $E-V_{\rm eff}(r)$ stays positive for all $r>R$. Multiplying by $r^2/E$ turns this into a condition on $b$:

$$b^2<g(r)\equiv r^2+\frac{C_4}{Er^2}\qquad\text{for all } r>R .$$

The critical $b^2$ is therefore the smallest value of $g$ in the range $r\ge R$. The derivative

$$g'(r)=2r-\frac{2C_4}{Er^3}$$

is negative below $r_0=(C_4/E)^{1/4}$ and positive above it. This $r_0$ is the orbiting radius $b_c/\sqrt2$ of part (c). There are two cases.

If $r_0\ge R$, the minimum lies at $r_0$. Then $g(r_0)=2\sqrt{C_4/E}=b_c^2$, and the Langevin result holds. The condition is

$$E\le\frac{C_4}{R^4},\qquad\text{or}\qquad v\le v_R=\sqrt{\frac{2C_4}{\mu R^4}} .$$

The collision energy must not exceed the depth of the polarization potential at the core.

If $r_0<R$, then $g$ increases throughout the allowed range and its minimum lies at $R$:

$$\sigma=\pi g(R)=\pi R^2\left(1+\frac{C_4}{ER^4}\right)=\pi R^2\left(1+\frac{v_R^2}{v^2}\right).$$

The last step uses $C_4/R^4=\mu v_R^2/2$. This is the cross section of a sphere enlarged by the focusing effect of the attraction, and it tends to $\pi R^2$ at high speed. Since $k_L=2\pi\sqrt{2C_4/\mu}=2\pi R^2v_R$,

$$\frac{k}{k_L}=\frac{v\pi R^2(1+v_R^2/v^2)}{2\pi R^2v_R}=\frac12\left(\frac{v}{v_R}+\frac{v_R}{v}\right)=1+\frac{(v-v_R)^2}{2vv_R}.$$

The ratio starts from 1 at $v_R$ with zero slope, so the constant rate goes over smoothly into one that finally grows in proportion to $v$.

In the example the depth at the core is 178 meV and

$$v_R=\sqrt{\frac{2\times2.307\times10^{-58}}{1.993\times10^{-26}\,(0.3\times10^{-9})^4}}\ \text{m/s}\approx1690\ \text{m/s}.$$

At 2500 m/s the formula gives $k/k_L=\tfrac12(1.479+0.676)=1.08$, and at 5000 m/s it gives 1.65. The integrated trajectories agree with both. A sharp core is a simplification: in a real pair, the potential departs gradually from $-C_4/r^4$ at short range, and $k$ can differ from $k_L$ already below $v_R$. An additional attraction, for instance, lowers $V_{\rm eff}$ and allows capture at larger impact parameters.

## (g) Why the fourth power is special

**Repeat the argument for $V=-C_n/r^n$ with $n>2$, the core again lying inside the orbiting radius. For which $n$ is $k$ constant?**

**Solution.** At the maximum of $Eb^2/r^2-C_n/r^n$,

$$\frac{2Eb^2}{r_m^3}=\frac{nC_n}{r_m^{n+1}}\quad\Rightarrow\quad\frac{Eb^2}{r_m^2}=\frac{n}{2}\,\frac{C_n}{r_m^n}.$$

The height is therefore $(n/2-1)C_n/r_m^n$. For $n>2$ this is positive, and it grows with $b$ because $r_m$ shrinks. At the critical impact parameter it equals $E$, which fixes the orbiting radius:

$$r_0^n=\frac{(n-2)C_n}{2E}.$$

The maximum condition then gives

$$b_c^2=r_0^2\,\frac{nC_n}{2Er_0^n}=\frac{n}{n-2}\,r_0^2,\qquad \sigma=\frac{\pi n}{n-2}\left[\frac{(n-2)C_n}{2E}\right]^{2/n}.$$

For $n=4$ this reduces to $2\pi\sqrt{C_4/E}$, as it should. Since $E\propto v^2$, the cross section varies as $v^{-4/n}$, and

$$k\propto v^{\,1-4/n}.$$

The exponent vanishes for $n=4$ and for no other power. For a steeper attraction the capture disc shrinks too slowly with speed to offset the growing flux, and $k$ rises. With $n=6$ the predicted exponent is $1-4/6=1/3$. Trajectories in an $r^{-6}$ potential at 300 and 600 m/s give 0.333, whereas those in the $r^{-4}$ potential between 300 and 1200 m/s give 0.000.

## (h) Capture in a swarm

**The ions have a distribution of velocities, and so do the neutrals. Find the capture frequency of an ion, and estimate the effect of the core for thermal distributions at 300 K and 3000 K. The gas is at 10 Pa and 300 K for the frequency.**

**Solution.** Let $f(v)$ be the normalized distribution of relative speeds. If it lies below $v_R$, then

$$\langle v\sigma\rangle=\int_0^\infty f(v)\,v\sigma(v)\,dv=k_L\int_0^\infty f(v)\,dv=k_L .$$

No assumption of equilibrium is needed. An electric field may heat the ions and make them drift, but the capture frequency $\nu=nk_L$ does not change while the relative speeds stay below $v_R$. The same holds for ions of any one chosen velocity, averaged over the neutrals. Capture thus removes fast and slow ions at equal rates and does not by itself change the shape of the ion velocity distribution.

At 10 Pa and 300 K the ideal-gas density is $n=p/(k_BT)=2.41\times10^{21}$ m⁻³, with $k_B$ the Boltzmann constant. Hence

$$\nu=2.414\times10^{21}\times9.561\times10^{-16}\ \text{s}^{-1}=2.31\times10^{6}\ \text{s}^{-1},$$

and the mean time to capture is $1/\nu=0.433$ μs.

If ions and neutrals share a temperature $T$, each component of the relative velocity has variance $k_BT/m_i+k_BT/m_n=k_BT/\mu$, so that

$$f(v)=4\pi\left(\frac{\mu}{2\pi k_BT}\right)^{3/2}v^2\exp\left(-\frac{\mu v^2}{2k_BT}\right).$$

Only speeds above $v_R$ contribute to the correction. By part (f),

$$\frac{\langle v\sigma\rangle}{k_L}-1=\int_{v_R}^\infty f(v)\,\frac{(v-v_R)^2}{2vv_R}\,dv .$$

Numerical integration gives about $10^{-5}$ at 300 K and 0.10 at 3000 K. The exponent in $f$ at $v_R$ is ten times smaller in the hotter case, so the fast tail is far better populated. For this model the Langevin value is therefore very good at room temperature and 10 percent too low, relative to $k_L$, at 3000 K. The figure $10^{-5}$ measures only the effect of the sharp core and is not the accuracy of $k_L$ for a real gas. At 0.3 to 0.5 nm the field is not uniform across a real atom, and higher induced multipoles deepen the potential. For an argon atom beside a point charge, a Hartree–Fock calculation in a moderate basis gives an attraction about 5 percent stronger than $\alpha F^2/2$ at 0.5 nm and nearly 20 percent stronger at 0.3 nm. A potential of that shape raises the room-temperature capture rate by a few percent.

## (i) The classical limit

**When can the classical treatment be trusted at low speed?**

**Solution.** In quantum mechanics the angular momentum is labelled by an integer $\ell$. The classical disc corresponds to all $\ell$ up to about

$$\ell_c=\frac{\mu vb_c}{\hbar}.$$

If every partial wave up to a largest value $\ell_{\max}$ is fully captured and no other is, the cross section is

$$\sigma=\frac{\pi\hbar^2}{\mu^2v^2}\sum_{\ell=0}^{\ell_{\max}}(2\ell+1)=\frac{\pi\hbar^2}{\mu^2v^2}(\ell_{\max}+1)^2 .$$

For $\ell_{\max}\approx\ell_c\gg1$ this becomes $\pi b_c^2$. Adding one more partial wave changes it by a fraction of about $2/\ell_c$. At 600 m/s, $\ell_c\approx81$, and the fraction is about 2 percent. This estimate leaves out tunnelling through the barrier and reflection above it, which smooth the steps and make the true deviation much smaller. Solving the radial Schrödinger equation for $-C_4/r^4$ with full absorption at short range gives a rate within 0.1 percent of $k_L$ near $\ell_c\approx81$. The ratio $k/k_L$ is 0.999 at $\ell_c=10$ and 0.993 at $\ell_c=3$, and it rises towards 2 as $\ell_c\to0$, where only $\ell=0$ contributes.

Because $b_c\propto v^{-1/2}$, $\ell_c$ falls as $v^{1/2}$. At sufficiently low speed only a few partial waves remain, and the classical derivation no longer applies. The classical derivation of $k_L$ thus holds in a window of speeds: there must be at least several partial waves at its lower end, and the orbiting radius must lie outside the core at its upper end. For the example, $\ell_c=3$ is reached at about 0.8 m/s, and the upper limit is $v_R\approx1690$ m/s.

## Calculated quantities

```
ion mass: 20 u
neutral mass: 30 u
reduced mass: 1.9926e-26 kg
polarizability volume: 0.002 nm^3
SI polarizability alpha: 2.2253e-40 C m^2/V
C4: 2.3071e-58 J m^4
V at 0.5 nm, formula: -23.039 meV
V at 0.5 nm, spring dipole: -23.040 meV
example relative speed: 600 m/s
collision energy: 22.387 meV
b = 0.6 nm: barrier radius 0.5978 nm, height 11.277 meV
b = 0.8 nm: barrier radius 0.4483 nm, height 35.640 meV
critical impact parameter: 0.7122 nm
orbiting radius: 0.5036 nm
capture cross section: 1.5935 nm^2
Langevin rate coefficient: 9.5612e-16 m^3/s
Langevin rate coefficient: 9.5612e-10 cm^3/s
core radius: 0.3 nm
well depth at core radius: 177.77 meV
limiting speed: 1690.8 m/s
trajectories: speed (m/s), b_path (nm), b_formula (nm), k_path (m^3/s), k_path/k_L
  300  1.0072  1.0072  9.5613e-16  1.0000
  600  0.7122  0.7122  9.5611e-16  1.0000
  1200  0.5036  0.5036  9.5616e-16  1.0000
  2500  0.3622  0.3622  1.0302e-15  1.0775
  5000  0.3167  0.3167  1.5755e-15  1.6478
speed exponent of k, r^-4, 300 to 1200 m/s: 0.0000
speed exponent of k, r^-6, 300 to 600 m/s: 0.3333
thermal k/k_L at 300 K: 1.00001
thermal k/k_L at 3000 K: 1.10115
gas pressure: 10 Pa
gas temperature: 300 K
neutral density: 2.4143e+21 m^-3
capture frequency per ion: 2.3084e+06 s^-1
mean time to capture: 0.4332 microseconds
mu v b_c / hbar at example speed: 80.7
```
